# Blöchl's tetrahedron correction: what it removes and what it leaves: a numerical check

```python
"""Tetrahedron integration of occupied bands with the curvature correction.

Result under test: adding
    dw_i = sum_T D_T/40 * sum_j (e_j - e_i)
to the linear corner weights removes the leading (mesh step squared) error
of the band energy at fixed electron number. For another observable X it
removes the integrand error A_X, but leaves the surface error B_X.
Symbols: e_i corner energies, D_T density of states of one tetrahedron,
mu Fermi level, M sum over corners of q q^T, q measured from the centroid.
Errors are interpolated minus true values. Zone averages are used throughout.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn


def corner_weights(e, mu):
    """Weights and density of states for rows of ascending corner energies."""
    w = np.zeros_like(e)
    d = np.zeros(len(e))
    w[mu >= e[:, 3]] = 0.25
    m = (e[:, 0] < mu) & (mu <= e[:, 1])
    a, b, c, f = e[m].T
    t = mu - a
    v = t**3 / ((b-a)*(c-a)*(f-a)) / 4
    w[m] = np.column_stack([v*(4 - t*(1/(b-a) + 1/(c-a) + 1/(f-a))),
                            v*t/(b-a), v*t/(c-a), v*t/(f-a)])
    d[m] = 3*t**2 / ((b-a)*(c-a)*(f-a))
    m = (e[:, 1] < mu) & (mu <= e[:, 2])
    a, b, c, f = e[m].T
    v1 = (mu-a)**2 / ((f-a)*(c-a)) / 4
    v2 = (mu-a)*(mu-b)*(c-mu) / ((f-a)*(c-b)*(c-a)) / 4
    v3 = (mu-b)**2*(f-mu) / ((f-b)*(c-b)*(f-a)) / 4
    s = v1 + v2 + v3
    w[m] = np.column_stack([
        v1 + (v1+v2)*(c-mu)/(c-a) + s*(f-mu)/(f-a),
        s + (v2+v3)*(c-mu)/(c-b) + v3*(f-mu)/(f-b),
        (v1+v2)*(mu-a)/(c-a) + (v2+v3)*(mu-b)/(c-b),
        s*(mu-a)/(f-a) + v3*(mu-b)/(f-b)])
    d[m] = (3*(b-a) + 6*(mu-b)
            - 3*(c-a+f-b)*(mu-b)**2/((c-b)*(f-b))) / ((c-a)*(f-a))
    m = (e[:, 2] < mu) & (mu < e[:, 3])
    a, b, c, f = e[m].T
    t = f - mu
    v = t**3 / ((f-a)*(f-b)*(f-c)) / 4
    w[m] = np.column_stack([
        0.25 - v*t/(f-a), 0.25 - v*t/(f-b), 0.25 - v*t/(f-c),
        0.25 - v*(4 - t*(1/(f-a) + 1/(f-b) + 1/(f-c)))])
    d[m] = 3*t**2 / ((f-a)*(f-b)*(f-c))
    return w, d


def weight_change(e, d):
    return d[:, None]/40 * (e.sum(axis=1)[:, None] - 4*e)


def periodic_mesh(n):
    """Integer mesh points and the corner indices of 6 n^3 tetrahedra."""
    g = np.arange(n)
    base = np.array(np.meshgrid(g, g, g, indexing="ij")).reshape(3, -1)
    tets = []
    for path in permutations(range(3)):
        offset = np.zeros(3, dtype=int)
        corners = []
        for axis in (None,) + path:
            if axis is not None:
                offset[axis] += 1
            p = (base + offset[:, None]) % n
            corners.append((p[0]*n + p[1])*n + p[2])
        tets.append(np.array(corners).T)
    return base.T, np.concatenate(tets)


def mean_moment(steps):
    """Average of M over the six tetrahedra of a cell; rows are mesh steps."""
    total = np.zeros((3, 3))
    for path in permutations(range(3)):
        q = np.vstack([np.zeros(3), np.cumsum(steps[list(path)], axis=0)])
        q = q - q.mean(axis=0)
        total += q.T @ q / 6
    return total


def integrate_band(energy, observables, tets, filling):
    """Fermi level, density of states, linear sums and their corrections."""
    e = energy[tets]
    order = np.argsort(e, axis=1)
    e = np.take_along_axis(e, order, axis=1)
    count = len(e)
    mu = brentq(lambda x: corner_weights(e, x)[0].sum()/count - filling,
                energy.min(), energy.max(), xtol=1e-12)
    w, d = corner_weights(e, mu)
    dw = weight_change(e, d)
    linear, change = [], []
    for x in observables:
        values = np.take_along_axis(x[tets], order, axis=1)
        linear.append((w*values).sum()/count)
        change.append((dw*values).sum()/count)
    return mu, d.mean(), np.array(linear), np.array(change)


def simplex_points(nodes, weights):
    """Barycentric points and normalized weights from a rule on [0, 1]."""
    u, v, t = np.meshgrid(nodes, nodes, nodes, indexing="ij")
    a, b, c = np.meshgrid(weights, weights, weights, indexing="ij")
    lam = np.array([1-u, u*(1-v), u*v*(1-t), u*v*t]).reshape(4, -1).T
    return lam, (6*u*u*v*a*b*c).ravel()


# One tetrahedron: weights by sampling, density of states by differences.
corner_e = np.array([[-0.3, -0.1, 0.1, 0.5]])
n_sub = 100
lam, lw = simplex_points((np.arange(n_sub)+0.5)/n_sub,
                         np.full(n_sub, 1/n_sub))
for level in (-0.18, 0.0, 0.25):
    w, d = corner_weights(corner_e, level)
    inside = lam @ corner_e[0] < level
    sampled = (lw*inside) @ lam
    assert np.max(abs(sampled - w[0])) < 1e-3  # finite sampling of a step
    step = 1e-5
    slope = (corner_weights(corner_e, level+step)[0].sum()
             - corner_weights(corner_e, level-step)[0].sum())/(2*step)
    assert abs(slope - d[0]) < 1e-6
one_w, one_d = corner_weights(corner_e, 0.0)
one_dw = weight_change(corner_e, one_d)

# Mean interpolation error of a quadratic function and its corner form.
rng = np.random.default_rng(4)
corners = rng.normal(size=(4, 3))
hessian = rng.normal(size=(3, 3))
hessian = hessian + hessian.T
x, wx = np.polynomial.legendre.leggauss(5)
lam, lw = simplex_points((x+1)/2, wx/2)


def quadratic(k):
    return 0.5*np.einsum("ia,ab,ib->i", k, hessian, k)


direct = quadratic(corners).mean() - lw @ quadratic(lam @ corners)
q = corners - corners.mean(axis=0)
moment = q.T @ q
assert abs(direct - np.sum(moment*hessian)/10) < 1e-11
grad_e, grad_x = rng.normal(size=(2, 3))
from_corners = -(weight_change((corners @ grad_e)[None, :], np.ones(1))[0]
                 @ (corners @ grad_x))
assert abs(from_corners - grad_e @ moment @ grad_x/10) < 1e-11

# Anisotropic cosine band, reference from spherical coordinates.
second = 0.2
test_mu = -1.6


def cosine_band(k):
    return -np.cos(k).sum(axis=-1) - second*np.cos(2*k[..., 0])


def observable(k):
    return np.cos(2*k[..., 0])


ct, wt = np.polynomial.legendre.leggauss(48)
n_phi = 96
phi = 2*np.pi*np.arange(n_phi)/n_phi
cg, pg = np.meshgrid(ct, phi, indexing="ij")
sg = np.sqrt(1-cg**2)
direction = np.stack([sg*np.cos(pg), sg*np.sin(pg), cg], -1).reshape(-1, 3)
solid = np.repeat(wt*2*np.pi/n_phi, n_phi)
low, high = np.zeros(len(solid)), np.full(len(solid), 3.0)
for _ in range(50):
    mid = (low+high)/2
    below = cosine_band(direction*mid[:, None]) < test_mu
    low, high = np.where(below, mid, low), np.where(below, high, mid)
radius = (low+high)/2
zone = (2*np.pi)**3
ref_n = ref_e = ref_x = volume_side = 0.0
xr, wr = np.polynomial.legendre.leggauss(24)
for node, weight in zip((xr+1)/2, wr/2):
    k = direction*(radius*node)[:, None]
    measure = solid*radius**3*node**2*weight/zone
    ref_n += measure.sum()
    ref_e += measure @ cosine_band(k)
    ref_x += measure @ observable(k)
    volume_side += measure @ (-4*np.cos(2*k[:, 0]))
k = direction*radius[:, None]
ge = np.sin(k)
ge[:, 0] += 2*second*np.sin(2*k[:, 0])
gx = np.zeros_like(k)
gx[:, 0] = -2*np.sin(2*k[:, 0])
surface = solid*radius**2/np.sum(ge*direction, axis=1)/zone
surface_side = surface @ (ge[:, 0]*gx[:, 0])
assert abs(volume_side - surface_side) < 1e-7
curvature = np.cos(k)
curvature[:, 0] += 4*second*np.cos(2*k[:, 0])
x_surface = observable(k)
x_mean = surface @ x_surface/surface.sum()
ratios = []
test_meshes = (32, 36, 40, 44)
for n in test_meshes:
    points, tets = periodic_mesh(n)
    kk = 2*np.pi*points/n
    m_bar = mean_moment(np.eye(3)*2*np.pi/n)
    a_e = surface @ np.einsum("ia,ab,ib->i", ge, m_bar, ge)/10
    a_x = surface @ np.einsum("ia,ab,ib->i", ge, m_bar, gx)/10
    b_x = -surface @ ((x_surface-x_mean)*(curvature @ np.diag(m_bar)))/10
    band = cosine_band(kk)
    _, _, lin, cor = integrate_band(band, [band, observable(kk)], tets, ref_n)
    ratios.append([(lin[0]-ref_e)/a_e, (lin[0]+cor[0]-ref_e)/a_e,
                   (lin[1]-ref_x)/(a_x+b_x), (lin[1]+cor[1]-ref_x)/b_x,
                   b_x/(a_x+b_x)])
ratios = np.mean(ratios, axis=0)
# Tolerances allow for higher orders and uneven sampling of tetrahedron shapes.
assert abs(ratios[0]-1) < 0.10 and abs(ratios[1]) < 0.10
assert abs(ratios[2]-1) < 0.10 and abs(ratios[3]-1) < 0.25
points, tets = periodic_mesh(8)
band = cosine_band(2*np.pi*points/8)
full_w, full_d = corner_weights(np.sort(band[tets], axis=1), band.max()+1)
full_energy = np.sum(full_w*np.sort(band[tets], axis=1))/len(tets)
assert abs(full_energy) < 1e-12 and np.all(full_d == 0)

# Free-electron band in the regime of bcc sodium.
lattice = 4.2
kinetic = sc.hbar**2/(2*sc.m_e)/sc.e*1e20
unit = 2*np.pi/lattice
k_f = (6*np.pi**2)**(1/3)/lattice
e_f = kinetic*k_f**2
exact_energy = 0.6*e_f
exact_dos = 1.5/e_f
assert k_f < unit/np.sqrt(2)
reciprocal = unit*np.array([[0, 1, 1], [1, 0, 1], [-1, -1, 0]])
rows = []
for n in (12, 16, 24, 32, 48):
    points, tets = periodic_mesh(n)
    frac = points/n
    kk = (frac-np.round(frac)) @ reciprocal
    k2 = np.full(len(kk), np.inf)
    for g in product(range(-2, 3), repeat=3):
        k2 = np.minimum(k2, np.sum((kk+np.array(g) @ reciprocal)**2, axis=1))
    band = kinetic*k2
    mu, dos, lin, cor = integrate_band(band, [band], tets, 0.5)
    predicted = 2*kinetic*np.trace(mean_moment(reciprocal/n))/10
    linear_error = 2*lin[0]-exact_energy
    corrected_error = 2*(lin[0]+cor[0])-exact_energy
    rows.append([n, linear_error, predicted, corrected_error, mu-e_f, 2*dos])
    if n >= 24:
        assert abs(linear_error/predicted-1) < 0.15
        assert abs(corrected_error) < 0.15*abs(linear_error)
        assert abs((mu-e_f)/predicted-1) < 0.25
order_seen = np.log(rows[2][1]/rows[4][1])/np.log(2)
assert abs(order_seen-2) < 0.2

# Sizes of neglected effects.
temperature = 300.0
kt = sc.k*temperature/sc.e
s = np.linspace(0, np.sqrt(e_f+40*kt), 40001)


def thermal_moment(mu, power):
    f = 1/(1+np.exp(np.clip((s*s-mu)/kt, -700, 700)))
    return 3*e_f**-1.5*np.trapezoid(s**(2+power)*f, s) if hasattr(
        np, "trapezoid") else 3*e_f**-1.5*np.trapz(s**(2+power)*f, s)


mu_t = brentq(lambda x: thermal_moment(x, 0)-1, e_f-0.1, e_f+0.1, xtol=1e-13)
thermal = thermal_moment(mu_t, 2)-exact_energy
assert abs(thermal/(np.pi**2/6*exact_dos*kt**2)-1) < 0.02

potential = 0.2
g_set = np.array([g for g in product((-1, 0, 1), repeat=3)
                  if sum(abs(x) for x in g) in (0, 2)])
diff2 = np.sum((g_set[:, None]-g_set[None])**2, axis=2)
coupling = potential*(diff2 == 2)
xq, wq = np.polynomial.legendre.leggauss(10)
lattice_shift = 0.0
for r, wr_ in zip((xq+1)/2, wq/2):
    for c, wc in zip(xq, wq):
        for p in 2*np.pi*(np.arange(16)+0.5)/16:
            side = np.sqrt(1-c*c)
            kv = k_f*r*np.array([side*np.cos(p), side*np.sin(p), c])
            free = kinetic*np.sum((kv+unit*g_set)**2, axis=1)
            lowest = np.linalg.eigvalsh(np.diag(free)+coupling)[0]
            lattice_shift += 3*r*r*wr_*wc/2/16*(lowest-kinetic*kv @ kv)
assert lattice_shift < 0

bohr = sc.physical_constants["Bohr radius"][0]*1e10
hartree = sc.physical_constants["Hartree energy in eV"][0]
hole = quad(lambda y: spherical_jn(1, y)**2/y, 1e-10, 200, limit=1000)[0]
exchange = -3*k_f*bohr/np.pi*hole*hartree
assert abs(exchange/(-3*k_f*bohr/(4*np.pi)*hartree)-1) < 1e-3

print("One tetrahedron, corner energies (eV):", corner_e[0])
print("  Fermi level: 0.0 eV")
print("  linear weights (1):", np.round(one_w[0], 6))
print(f"  occupied fraction: {one_w.sum():.6f}")
print(f"  density of states: {one_d[0]:.5f} 1/eV")
print("  weight changes (1):", np.round(one_dw[0], 6))
print("Cosine test band, dimensionless energies and wavevectors")
print(f"  second-harmonic coefficient: {second:.2f}")
print(f"  Fermi level: {test_mu:.2f}, filling per spin: {ref_n:.6f}")
print("  meshes averaged, divisions per axis:", test_meshes)
print(f"  Gauss volume and surface sides: {volume_side:.8f} {surface_side:.8f}")
print(f"  linear energy error / predicted: {ratios[0]:.4f}")
print(f"  corrected energy error / predicted linear: {ratios[1]:.4f}")
print(f"  linear X error / predicted A+B: {ratios[2]:.4f}")
print(f"  corrected X error / predicted B: {ratios[3]:.4f}")
print(f"  predicted surviving share B/(A+B): {ratios[4]:.4f}")
print("Free-electron band in the regime of bcc sodium")
print(f"  rough lattice constant: {lattice:.2f} angstrom")
print(f"  hbar^2/(2m): {kinetic:.5f} eV angstrom^2")
print(f"  Fermi wavevector: {k_f:.5f} 1/angstrom")
print(f"  nearest zone-face distance: {unit/np.sqrt(2):.5f} 1/angstrom")
print(f"  Fermi energy: {e_f:.5f} eV")
print(f"  closed-form band energy: {exact_energy:.5f} eV/atom")
print(f"  closed-form density of states: {exact_dos:.5f} 1/(eV atom), both spins")
print("  n; errors in meV/atom: linear, predicted, corrected;")
print("     Fermi-level error in meV; density of states in 1/(eV atom)")
for row in rows:
    print(f"  {row[0]:2d} {1000*row[1]:9.4f} {1000*row[2]:9.4f}"
          f" {1000*row[3]:9.4f} {1000*row[4]:9.4f} {row[5]:9.5f}")
print(f"  observed order of linear error, n=24 to 48: {order_seen:.4f}")
print("Neglected effects for the sodium-like example")
print(f"  assumed rough lattice-potential component: {potential:.2f} eV")
print(f"  lattice-potential energy shift: {1000*lattice_shift:.3f} meV/atom")
print(f"  temperature: {temperature:.0f} K")
print(f"  thermal band-energy rise: {1000*thermal:.4f} meV/atom")
print(f"  uniform-gas exchange energy: {exchange:.4f} eV/atom")
print("all good")
```

Output:

```
One tetrahedron, corner energies (eV): [-0.3 -0.1  0.1  0.5]
  Fermi level: 0.0 eV
  linear weights (1): [0.150228 0.118273 0.073893 0.037815]
  occupied fraction: 0.380208
  density of states: 2.96875 1/eV
  weight changes (1): [ 0.103906  0.044531 -0.014844 -0.133594]
Cosine test band, dimensionless energies and wavevectors
  second-harmonic coefficient: 0.20
  Fermi level: -1.60, filling per spin: 0.102292
  meshes averaged, divisions per axis: (32, 36, 40, 44)
  Gauss volume and surface sides: -0.13523620 -0.13523620
  linear energy error / predicted: 0.9983
  corrected energy error / predicted linear: -0.0038
  linear X error / predicted A+B: 0.9921
  corrected X error / predicted B: 0.9771
  predicted surviving share B/(A+B): 0.2360
Free-electron band in the regime of bcc sodium
  rough lattice constant: 4.20 angstrom
  hbar^2/(2m): 3.80998 eV angstrom^2
  Fermi wavevector: 0.92804 1/angstrom
  nearest zone-face distance: 1.05783 1/angstrom
  Fermi energy: 3.28139 eV
  closed-form band energy: 1.96884 eV/atom
  closed-form density of states: 0.45712 1/(eV atom), both spins
  n; errors in meV/atom: linear, predicted, corrected;
     Fermi-level error in meV; density of states in 1/(eV atom)
  12   49.2203   49.3447   -0.6753   48.4586   0.45864
  16   27.7335   27.7564   -0.2059   27.9491   0.45663
  24   12.3359   12.3362   -0.0213   12.4223   0.45751
  32    6.9385    6.9391   -0.0167    6.9225   0.45714
  48    3.0839    3.0840   -0.0033    3.0984   0.45710
  observed order of linear error, n=24 to 48: 2.0000
Neglected effects for the sodium-like example
  assumed rough lattice-potential component: 0.20 eV
  lattice-potential energy shift: -32.926 meV/atom
  temperature: 300 K
  thermal band-energy rise: 0.5025 meV/atom
  uniform-gas exchange energy: -3.1902 eV/atom
all good
```
